# Trace map, invariant and spectrum of a Fibonacci chain of delta scatterers: verification in Python

```python
"""Trace map of a Fibonacci chain of two delta scatterers.

H = -d^2/dx^2 + sum_j g_j delta(x - j), spacing a = 1, hbar^2/2m = 1.
Words: w_0 = B, w_1 = A, w_{n+1} = w_n w_{n-1}; L_n = number of letters.
x_n(E) = half the trace of the transfer matrix of w_n for (psi, psi').
Claims under test:
  x_{n+1} = 2 x_n x_{n-1} - x_{n-2}, with x_{-1} = 1;
  I = x_{n+1}^2 + x_n^2 + x_{n-1}^2 - 2 x_{n+1} x_n x_{n-1} - 1 is constant,
  I = ((g_A - g_B) sin(k) / (2k))^2, k^2 = E;
  sigma_n = {|x_n| <= 1} is the spectrum of the chain repeating w_n;
  the covers sigma_n U sigma_{n+1} are nested and shrink to the spectrum,
  which is the set of energies with bounded orbits.
Energies are in units of hbar^2/(2 m a^2).
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh

G = {"A": 1.0, "B": 3.0}
NMAX = 10
words = ["B", "A"]
while len(words) < 14:
    words.append(words[-1] + words[-2])
length = [len(w) for w in words]
chain = words[-1]


def cell_matrix(energy, g):
    """Kink of strength g, then free flight over unit length."""
    k = np.sqrt(energy + 0j)
    c, s = np.cos(k).real, np.sinc(k / np.pi).real
    flight = np.array([[c, s], [-energy * s, c]])
    return flight @ np.array([[1.0, 0.0], [g, 1.0]])


def word_matrix(energy, word):
    cells = {letter: cell_matrix(energy, G[letter]) for letter in "AB"}
    total = np.eye(2)
    for letter in word:
        total = cells[letter] @ total
    return total


def orbit(energy, nmax):
    """Half traces x_0 ... x_nmax from the trace map alone."""
    k = np.sqrt(np.asarray(energy) + 0j)
    c, s = np.cos(k).real, np.sinc(k / np.pi).real
    x = [np.ones_like(c), c + G["B"] * s / 2, c + G["A"] * s / 2]
    while len(x) < nmax + 2:
        x.append(2 * x[-1] * x[-2] - x[-3])
    return np.array(x[1:])


def invariant_formula(energy):
    k = np.sqrt(energy)
    return ((G["A"] - G["B"]) * np.sin(k) / (2 * k)) ** 2


# ---- finite elements: one polynomial element of degree P per cell ----
P = 10
nodes = -np.cos(np.pi * np.arange(P + 1) / P)
coef = np.linalg.inv(leg.legvander(nodes, P))
q, wq = leg.leggauss(P + 2)
val = leg.legvander(q, P) @ coef
der = 2 * leg.legvander(q, P - 1) @ leg.legder(coef)
mass_el = val.T @ (val * wq[:, None]) / 2
stiff_el = der.T @ (der * wq[:, None]) / 2


def bloch_energies(word, phase):
    """Eigenvalues of H for the repeated word, psi(x + L) = phase psi(x)."""
    size = len(word) * P
    ham = np.zeros((size, size), dtype=np.result_type(phase, float))
    mass = np.zeros_like(ham)
    for c, letter in enumerate(word):
        idx = (c * P + np.arange(P + 1)) % size
        f = np.ones(P + 1, dtype=ham.dtype)
        if c == len(word) - 1:
            f[P] = phase
        outer = np.conj(f)[:, None] * f[None, :]
        np.add.at(ham, np.ix_(idx, idx), outer * stiff_el)
        np.add.at(mass, np.ix_(idx, idx), outer * mass_el)
        ham[c * P, c * P] += G[letter]
    return eigh(ham, mass, eigvals_only=True)


def merge(intervals):
    out = []
    for lo, hi in sorted(map(tuple, intervals)):
        if out and lo <= out[-1][1] + 1e-9:
            out[-1][1] = max(out[-1][1], hi)
        else:
            out.append([lo, hi])
    return np.array(out)


# ---- trace identities for arbitrary unimodular matrices ----
a, b, c, d, e, f = sp.symbols("a b c d e f", nonzero=True)
MA = sp.Matrix([[a, b], [c, (1 + b * c) / a]])
MB = sp.Matrix([[d, e], [f, (1 + e * f) / d]])
s0, s1, s2 = MB.trace() / 2, MA.trace() / 2, (MB * MA).trace() / 2
s3 = (MA * MB * MA).trace() / 2
assert sp.cancel(sp.together(s3 - 2 * s2 * s1 + s0)) == 0
inv_sym = s0**2 + s1**2 + s2**2 - 2 * s0 * s1 * s2 - 1
comm = (MA * MB * MA.adjugate() * MB.adjugate()).trace()
assert sp.cancel(sp.together(comm - 4 * inv_sym - 2)) == 0

# ---- trace map against explicit products, also at negative energy ----
for energy in (-1.0, 0.5, 2.0, 5.0, 9.0, 20.0):
    x = orbit(energy, 7)
    for n in range(8):
        M = word_matrix(energy, words[n])
        assert abs(x[n] - np.trace(M) / 2) < 1e-9 * max(1, np.linalg.norm(M))

# ---- combinatorics of the words ----
for n in range(3, 11):
    one, two = words[n] + words[n - 1], words[n - 1] + words[n]
    assert one[:-2] == two[:-2] and one[-2:] != two[-2:]
    assert chain.startswith(words[n] * 2)
    common, repeated = length[n + 2] - 2, words[n] * 4
    assert chain[:common] == repeated[:common]
    assert chain[common] != repeated[common]
for n in range(2, 9, 2):
    assert words[n] * 2 in chain and words[n + 2].endswith(words[n])

# ---- Bloch condition against diagonalization ----
theta = 1.0
levels = bloch_energies(words[6], np.exp(1j * theta))[:length[6]]
bloch_error = np.max(np.abs(orbit(levels, 6)[6] - np.cos(theta)))
assert bloch_error < 1e-7

# ---- bands of all approximants up to E = pi^2 ----
bands = []
for n in range(NMAX + 1):
    L = length[n]
    per, anti = bloch_energies(words[n], 1.0), bloch_energies(words[n], -1.0)
    lo, hi = np.minimum(per, anti)[:L], np.maximum(per, anti)[:L]
    assert abs(hi[-1] - np.pi**2) < 1e-8
    assert min(per[L], anti[L]) > np.pi**2 + 1e-3
    bands.append(np.column_stack([lo, hi]))
covers = [merge(np.vstack([bands[n], bands[n + 1]])) for n in range(NMAX)]
for n in range(NMAX - 1):
    for lo, hi in bands[n + 2]:
        inside = (covers[n][:, 0] <= lo + 1e-8) & (covers[n][:, 1] >= hi - 1e-8)
        assert inside.any()
cover_width = [np.sum(cv[:, 1] - cv[:, 0]) for cv in covers]

# ---- orbits at the band centres of the longest approximant ----
centres = bands[NMAX].mean(axis=1)
X = orbit(centres, NMAX)
root_inv = np.sqrt(invariant_formula(centres))
assert np.all(np.minimum(abs(X[:-1]), abs(X[1:])) <= 1 + 1e-6)
assert np.all(abs(X) <= 1 + root_inv + 1e-6)
bound_use = np.max(abs(X) / (1 + root_inv))
for energy in centres[::11]:
    t = [np.trace(word_matrix(energy, words[n])) / 2 for n in (6, 7, 8)]
    inv = t[0]**2 + t[1]**2 + t[2]**2 - 2 * t[0] * t[1] * t[2] - 1
    assert abs(inv - invariant_formula(energy)) < 1e-8

# ---- no decaying solution where the orbit is bounded ----
angles = np.linspace(0, np.pi, 2001)
starts = np.array([np.cos(angles), np.sin(angles)])
smallest = np.inf
for energy in centres[::11]:
    for n in range(3, 9):
        M1 = word_matrix(energy, chain[:length[n]])
        M2 = word_matrix(energy, chain[:2 * length[n]])
        size = np.maximum(np.linalg.norm(M1 @ starts, axis=0),
                          np.linalg.norm(M2 @ starts, axis=0)).min()
        xn = orbit(energy, n)[n]
        assert size >= (1 - 1e-6) / (1 + 2 * abs(xn))
        smallest = min(smallest, size)

# ---- an energy in the widest gap: escape and a decaying solution ----
last = covers[-1]
gap_sizes = last[1:, 0] - last[:-1, 1]
j = int(np.argmax(gap_sizes))
gap_lo, gap_hi = last[j, 1], last[j + 1, 0]
E_gap = (gap_lo + gap_hi) / 2
xg = orbit(E_gap, NMAX)
pairs = [n for n in range(NMAX) if min(abs(xg[n]), abs(xg[n + 1])) > 1]
assert pairs
first = pairs[0]
for m in range(first + 1, NMAX):
    assert abs(xg[m + 1]) > abs(xg[m] * xg[m - 1])
rate9 = np.log(2 * abs(xg[9])) / length[9]
rate10 = np.log(2 * abs(xg[10])) / length[10]
assert abs(rate9 / rate10 - 1) < 1e-2
# The direction most contracted by a long stretch starts the decaying solution.
# Its size after w_n should be the small eigenvalue of the matrix of w_n,
# because the chain follows the repeated word w_n well beyond that point.
direction = np.linalg.svd(word_matrix(E_gap, chain[:length[11]]))[2][-1]
bounded_floor = 1 / (3 + 2 * np.sqrt(invariant_formula(E_gap)))
decay = {}
for n in (8, 9):
    after_one = np.linalg.norm(word_matrix(E_gap, chain[:length[n]]) @ direction)
    after_two = np.linalg.norm(
        word_matrix(E_gap, chain[:2 * length[n]]) @ direction)
    predicted = 1 / (abs(xg[n]) + np.sqrt(xg[n]**2 - 1))
    assert abs(after_one / predicted - 1) < 1e-2
    assert max(after_one, after_two) < bounded_floor
    decay[n] = (after_one, predicted)

# ---- energies surviving the trace map approach the diagonalized bands ----
grid = np.linspace(0.01, np.pi**2, 20001)
xgrid = orbit(grid, NMAX)
far = {}
for n in (2, 4, 6, 8):
    alive = grid[(abs(xgrid[n]) <= 1) | (abs(xgrid[n + 1]) <= 1)]
    dist = np.maximum(bands[NMAX][:, 0] - alive[:, None],
                      alive[:, None] - bands[NMAX][:, 1])
    far[n] = np.maximum(dist, 0).min(axis=1).max()
assert far[8] < 0.5 * far[2]

E_band = centres[length[NMAX] // 2]
xb = orbit(E_band, NMAX)
print("Energies in hbar^2/(2 m a^2), strengths in hbar^2/(2 m a), a = 1")
print(f"g_A = {G['A']:.1f}, g_B = {G['B']:.1f}")
print(f"Bloch test, 13 cells, theta = {theta:.1f} rad: "
      f"max |x_6 - cos theta| = {bloch_error:.1e}")
print(f"upper end of the range, pi^2 = {np.pi**2:.6f}")
print("n, L_n, width of sigma_n, width of sigma_n U sigma_(n+1), its pieces")
for n in range(NMAX):
    w = np.sum(bands[n][:, 1] - bands[n][:, 0])
    print(f"{n:2d} {length[n]:3d} {w:.5f} {cover_width[n]:.5f} {len(covers[n])}")
w = np.sum(bands[NMAX][:, 1] - bands[NMAX][:, 0])
print(f"{NMAX:2d} {length[NMAX]:3d} {w:.5f}")
print(f"lowest energy of the last cover = {last[0, 0]:.5f}")
print(f"widest gap of the last cover: {gap_lo:.5f} to {gap_hi:.5f}")
print(f"E_band = {E_band:.8f}, I = {invariant_formula(E_band):.6f}, "
      f"1 + sqrt(I) = {1 + np.sqrt(invariant_formula(E_band)):.6f}")
print(f"E_gap = {E_gap:.8f}, I = {invariant_formula(E_gap):.6f}")
print("n, x_n at E_band, x_n at E_gap")
for n in range(NMAX + 1):
    print(f"{n:2d} {xb[n]:10.5f} {xg[n]:14.6g}")
print(f"first n with |x_n|, |x_(n+1)| > 1 at E_gap: {first}")
print(f"ln(2|x_n|)/L_n at E_gap, n = 9 and 10: {rate9:.6f}, {rate10:.6f} per a")
print(f"largest |x_n|/(1 + sqrt(I)) over 89 band centres: {bound_use:.5f}")
print(f"smallest max(|M Psi|, |M^2 Psi|), |Psi| = 1, band centres: {smallest:.4f}")
print(f"floor 1/(3 + 2 sqrt(I)) for a bounded orbit at E_gap: {bounded_floor:.4f}")
for n, (found, predicted) in decay.items():
    print(f"decaying solution at E_gap after {length[n]} cells: {found:.4e}, "
          f"from x_{n}: {predicted:.4e}")
for n in far:
    print(f"farthest point of cover {n} from sigma_10: {far[n]:.5f}")
print("PASS")
```

Running it gives:

```
Energies in hbar^2/(2 m a^2), strengths in hbar^2/(2 m a), a = 1
g_A = 1.0, g_B = 3.0
Bloch test, 13 cells, theta = 1.0 rad: max |x_6 - cos theta| = 1.5e-11
upper end of the range, pi^2 = 9.869604
n, L_n, width of sigma_n, width of sigma_n U sigma_(n+1), its pieces
 0   1 7.48962 8.94764 1
 1   1 8.94764 8.94764 1
 2   2 6.94134 8.55955 1
 3   3 6.77320 8.07981 3
 4   5 6.15308 7.12124 4
 5   8 5.77964 6.76053 6
 6  13 5.37913 6.23986 11
 7  21 5.05274 5.85836 18
 8  34 4.75474 5.44233 27
 9  55 4.49135 5.13570 45
10  89 4.25427
lowest energy of the last cover = 1.35973
widest gap of the last cover: 4.78182 to 5.64188
E_band = 3.91263484, I = 0.215487, 1 + sqrt(I) = 1.464206
E_gap = 5.21185322, I = 0.109939
n, x_n at E_band, x_n at E_gap
 0    0.30023      -0.156109
 1   -0.16398      -0.487679
 2   -1.09846      -0.847738
 3    0.06001       0.982957
 4    0.03214        -1.1789
 5    1.10232       -1.46988
 6    0.01084        2.48273
 7   -0.00824       -6.11972
 8   -1.10250       -28.9173
 9    0.00733        351.448
10   -0.00791       -20319.7
first n with |x_n|, |x_(n+1)| > 1 at E_gap: 4
ln(2|x_n|)/L_n at E_gap, n = 9 and 10: 0.119186, 0.119242 per a
largest |x_n|/(1 + sqrt(I)) over 89 band centres: 0.99947
smallest max(|M Psi|, |M^2 Psi|), |Psi| = 1, band centres: 0.2669
floor 1/(3 + 2 sqrt(I)) for a bounded orbit at E_gap: 0.2730
decaying solution at E_gap after 34 cells: 1.7296e-02, from x_8: 1.7296e-02
decaying solution at E_gap after 55 cells: 1.4227e-03, from x_9: 1.4227e-03
farthest point of cover 2 from sigma_10: 0.43094
farthest point of cover 4 from sigma_10: 0.15142
farthest point of cover 6 from sigma_10: 0.07602
farthest point of cover 8 from sigma_10: 0.02225
PASS
```
